# Second-order self-energy of the valence electron of sodium: a numerical check

```python
# Second-order self-energy of a valence electron v outside the Na+ core (hartree atomic units).
# Orbitals: eigenfunctions of the closed-shell Na+ Fock operator; a,b core; m,n virtual.
# Result under test:
#  Sigma = sum (vm|an)[2(vm|an)-(vn|am)]/(ev+ea-em-en) + sum (va|mb)[2(va|mb)-(vb|ma)]/(ev+em-ea-eb)
#  equals E2(Na)-E2(Na+); its radial/angular reduction; and for nonpenetrating v
#  Sigma -> < -alpha1/(2r^4) - (alpha2-6 beta1)/(2r^6) >, alpha_k = uncoupled HF 2^k-pole
#  polarizability, beta1 = sum over core spin orbitals of |<n|z|a>|^2/(en-ea)^2.
# Parts: pd,px = particle direct,exchange; hd,hx = hole direct,exchange. W(r) = adiabatic potential.
import numpy as np
from math import factorial as fac, sqrt, lgamma, exp, log
from functools import lru_cache
from scipy.linalg import eigh
from scipy.interpolate import CubicSpline
from scipy.constants import physical_constants, fine_structure
from pyscf import gto, scf, ao2mo, lib
from pyscf.fci import direct_spin1, cistring
scf.hf.MUTE_CHKFILE = True
lib.param.LIGHT_SPEED = 1/fine_structure
EV = physical_constants['Hartree energy in eV'][0]
Z, LMAX = 11, 9
GIVEN_FROZEN, GIVEN_TARGET = 0.1820, 0.1889   # values posed in the exercise
PARTS = ('pd', 'px', 'hd', 'hx')

@lru_cache(None)
def cred(a, k, b):   # reduced matrix element <a||C^k||b>
    J = a + k + b
    if J % 2 or k < abs(a - b) or k > a + b: return 0.0
    g = J//2
    tj = (-1)**g*sqrt(fac(J-2*a)*fac(J-2*k)*fac(J-2*b)/fac(J+1))*fac(g)/(fac(g-a)*fac(g-k)*fac(g-b))
    return (-1)**a*sqrt((2*a+1)*(2*b+1))*tj

@lru_cache(None)
def sixj(a, b, c, d, e, f):
    tri = [(a, b, c), (a, e, f), (d, b, f), (d, e, c)]
    pre = 1.0
    for x, y, z in tri:
        pre *= sqrt(fac(x+y-z)*fac(x-y+z)*fac(y+z-x)/fac(x+y+z+1))
    lo, hi = [sum(t) for t in tri], [a+b+d+e, b+c+e+f, a+c+d+f]
    s = 0.0
    for t in range(max(lo), min(hi)+1):
        den = 1
        for x in lo: den *= fac(t-x)
        for x in hi: den *= fac(x-t)
        s += (-1)**t*fac(t+1)/den
    return pre*s

# radial grid: Gauss-Legendre panels in ln r with a spectral cumulative-integration matrix
NP, NG = 85, 12
tg, wg = np.polynomial.legendre.leggauss(NG)
LV = np.polynomial.legendre.legvander(tg, NG)
IV = np.column_stack([tg+1] + [(LV[:, n+1]-LV[:, n-1])/(2*n+1) for n in range(1, NG)])
QT = (IV @ np.linalg.inv(LV[:, :NG])).T
edges = np.linspace(log(1e-6), log(1500.0), NP+1)
hw = (edges[1]-edges[0])/2
r = np.exp((edges[:-1, None] + hw*(tg+1)).ravel())
jac = r*hw
wt = jac*np.tile(wg, NP)

def potential(rho, k):   # int rho(s) r<^k / r>^(k+1) ds
    sh = rho.shape
    f = (rho*(r**k*jac)).reshape(-1, NG)
    tot = (f @ wg).reshape(-1, NP)
    inner = (f @ QT).reshape(-1, NP, NG) + (np.cumsum(tot, 1) - tot)[:, :, None]
    f = (rho*(r**(-k-1.0)*jac)).reshape(-1, NG)
    tot = (f @ wg).reshape(-1, NP)
    outer = np.cumsum(tot[:, ::-1], 1)[:, ::-1, None] - (f @ QT).reshape(-1, NP, NG)
    return inner.reshape(sh)*r**(-k-1.0) + outer.reshape(sh)*r**k

class Core:   # radial Hartree-Fock of Na+ in Gaussians r^(l+1) exp(-zeta r^2)
    def __init__(self, exps):
        self.L = len(exps) - 1
        B, S, T, H = [], [], [], []
        for l, z in enumerate(exps):
            z = np.array(z, float); p = z[:, None] + z; ab = np.outer(z, z)
            s = (2*np.sqrt(ab)/p)**(l+1.5)
            lnN = 0.5*(log(2) + (l+1.5)*np.log(2*z) - lgamma(l+1.5))
            B.append(np.exp(lnN[:, None] + (l+1)*np.log(r) - z[:, None]*r**2))
            S.append(s); T.append((2*l+3)*ab/p*s)
            H.append(T[l] - Z*exp(lgamma(l+1)-lgamma(l+1.5))*np.sqrt(p)*s)
        nocc = [2, 1] + [0]*self.L
        def fock(l, occ):
            J = potential(2*(occ[0]**2).sum(0) + 6*occ[1][0]**2, 0)
            G = (B[l]*(wt*J)) @ B[l].T
            for la in (0, 1):
                for Pa in occ[la]:
                    for k in range(abs(l-la), l+la+1, 2):
                        G -= cred(l, k, la)**2/(2*l+1)*(B[l]*(wt*Pa)) @ potential(B[l]*Pa, k).T
            return H[l] + (G + G.T)/2
        F, old = [H[0], H[1]], np.zeros(3)
        for it in range(100):
            sol = [eigh(F[l], S[l]) for l in (0, 1)]
            occ = [sol[l][1][:, :nocc[l]].T @ B[l] for l in (0, 1)]
            new = np.r_[sol[0][0][:2], sol[1][0][:1]]
            change, old = abs(new-old).max(), new
            if change < 1e-8: break
            F = [0.5*F[l] + 0.5*fock(l, occ) for l in (0, 1)]
        assert change < 1e-6
        self.eo, self.Po, self.ev, self.Pv, self.cache = [], [], [], [], {}
        self.E = self.T = 0.0
        for l in range(self.L+1):
            e, C = eigh(fock(l, occ), S[l]); n = nocc[l]; P = C.T @ B[l]
            self.eo.append(e[:n]); self.Po.append(P[:n]); self.ev.append(e[n:]); self.Pv.append(P[n:])
            Co = C[:, :n]
            self.E += (2*l+1)*(np.sum(Co*(H[l] @ Co)) + e[:n].sum())
            self.T += 2*(2*l+1)*np.sum(Co*(T[l] @ Co))
    def U(self, la, ln, k):
        if (la, ln, k) not in self.cache:
            self.cache[la, ln, k] = potential(self.Po[la][:, None, :]*self.Pv[ln][None], k)
        return self.cache[la, ln, k]
    def sigma(self, lv):   # lowest virtual orbital of angular momentum lv
        e, u = self.ev[lv][0], wt*self.Pv[lv][0]
        part = dict.fromkeys(PARTS, 0.0); by_l = np.zeros(self.L+1); by_k = np.zeros(2*self.L+1)
        def ks(lx, lp, ly): return [k for k in range(abs(lv-lx), lv+lx+1, 2) if cred(lp, k, ly)]
        def add(tag, lp, lx, ly, Rd, Rx, D, lbin):
            for k, R in Rd.items():
                d = 2*(cred(lv, k, lx)*cred(lp, k, ly))**2/((2*k+1)*(2*lv+1))*np.sum(R*R/D)
                part[tag+'d'] += d; by_l[lbin] += d
                if tag == 'p': by_k[k] += d
                for q, X in Rx.items():
                    x = -(-1)**(k+q)*sixj(lv, lx, k, lp, ly, q)*cred(lv, k, lx)*cred(lp, k, ly) \
                        * cred(lv, q, ly)*cred(lp, q, lx)/(2*lv+1)*np.sum(R*X/D)
                    part[tag+'x'] += x; by_l[lbin] += x
        for la in (0, 1):
            for lm in range(self.L+1):
                for ln in range(self.L+1):
                    Rd = {k: (self.U(la, ln, k) @ (u*self.Pv[lm]).T).transpose(0, 2, 1) for k in ks(lm, la, ln)}
                    if not Rd: continue
                    Rx = {q: self.U(la, lm, q) @ (u*self.Pv[ln]).T for q in ks(ln, la, lm)}
                    D = e + self.eo[la][:, None, None] - self.ev[lm][:, None] - self.ev[ln]
                    add('p', la, lm, ln, Rd, Rx, D, max(lm, ln))
                for lb in (0, 1):
                    Rd = {k: (self.U(lb, lm, k) @ (u*self.Po[la]).T).transpose(2, 1, 0) for k in ks(la, lm, lb)}
                    Rx = {q: self.U(la, lm, q) @ (u*self.Po[lb]).T for q in ks(lb, lm, la)}
                    D = e - self.eo[la][:, None, None] + self.ev[lm][:, None] - self.eo[lb]
                    add('h', lm, la, lb, Rd, Rx, D, lm)
        return part, by_l, by_k
    def moment_sum(self, k, power):
        return sum(cred(la, k, ln)**2/(2*k+1)*np.sum(((self.Po[la]*wt*r**k) @ self.Pv[ln].T)**2
                   / (self.ev[ln] - self.eo[la][:, None])**power)
                   for la in (0, 1) for ln in range(self.L+1))
    def adiabatic(self):
        W = np.zeros_like(r)
        for la in (0, 1):
            for ln in range(self.L+1):
                for k in range(abs(la-ln), la+ln+1, 2):
                    gap = self.ev[ln] - self.eo[la][:, None]
                    W -= 2*cred(la, k, ln)**2/(2*k+1)*np.sum(self.U(la, ln, k)**2/gap[:, :, None], (0, 1))
        return W

def orbital_sum(eri, C, e, vlist, n=5):   # explicit sums over real orbitals, no angular algebra
    N = C.shape[1]
    g = ao2mo.incore.general(eri, (C[:, vlist], C, C, C), compact=False).reshape(len(vlist), N, N, N)
    out = []
    for gv, v in zip(g, vlist):
        A, Bh = gv[n:, :n, n:], gv[:n, n:, :n]
        DA = e[v] - e[n:, None, None] + e[:n, None] - e[n:]
        DB = e[v] - e[:n, None, None] + e[n:, None] - e[:n]
        out.append(dict(pd=2*np.sum(A*A/DA), px=-np.sum(A*A.transpose(2, 1, 0)/DA),
                        hd=2*np.sum(Bh*Bh/DB), hx=-np.sum(Bh*Bh.transpose(2, 1, 0)/DB)))
    return out

def run_scf(mol, h, eri, dm0=None):
    mf = scf.RHF(mol); mf.get_hcore = lambda *a: h; mf._eri = eri
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-10, 1e-7, 100
    mf.kernel(dm0); assert mf.converged
    return mf

# determinant-space perturbation theory for Na and Na+ in STO-3G
mol = gto.M(atom='Na 0 0 0', basis='sto-3g', charge=1, verbose=0)
eri = mol.intor('int2e', aosym='s8'); h = scf.hf.get_hcore(mol); mf = run_scf(mol, h, eri)
s_ao = [i for i, lab in enumerate(mol.ao_labels(fmt=False)) if lab[2].endswith('s')]
iv = 5 + int(np.argmax(np.linalg.norm(mf.mo_coeff[s_ao][:, 5:], axis=0)))
order = list(range(5)) + [iv] + [i for i in range(5, mol.nao) if i != iv]
C, e, no = mf.mo_coeff[:, order], mf.mo_energy[order], mol.nao
h1, g2 = C.T @ h @ C, ao2mo.incore.full(eri, C)
def rspt(ne):
    es = [np.array([sum(e[i] for i in range(no) if int(s) >> i & 1)
                    for s in cistring.make_strings(range(no), x)]) for x in ne]
    E0 = es[0][:, None] + es[1]; ref = np.zeros(E0.shape); ref[0, 0] = 1
    Href = np.array(direct_spin1.contract_2e(direct_spin1.absorb_h1e(h1, g2, no, ne, .5), ref, no, ne)).reshape(E0.shape)
    den = E0[0, 0] - E0; den[0, 0] = np.inf
    return Href[0, 0], np.sum(Href**2/den)
(E1a, E2a), (E1c, E2c) = rspt((6, 5)), rspt((5, 5))
sig_min = sum(orbital_sum(eri, C, e, [5])[0].values())
print(f"STO-3G: <H>(Na)-<H>(Na+) = {E1a-E1c:.8f}, eps_3s = {e[5]:.8f} hartree")
print(f"STO-3G: E2(Na)-E2(Na+) = {E2a-E2c:.9f}, Sigma = {sig_min:.9f} hartree")
assert abs(E1a-E1c-e[5]) < 1e-6 and abs(E2a-E2c-sig_min) < 1e-7

# medium basis: radial reduction against explicit orbital sums
med = [0.015*2.7**np.arange(16), 0.02*2.6**np.arange(10), 0.03*2.5**np.arange(7), np.array([0.8, 3.0])]
mol = gto.M(atom='Na 0 0 0', charge=1, verbose=0,
            basis={'Na': [[l, [float(z), 1.0]] for l, zs in enumerate(med) for z in zs]})
eri = mol.intor('int2e', aosym='s8'); h = scf.hf.get_hcore(mol); mf = run_scf(mol, h, eri)
cm = Core(med)
assert abs(cm.E - mf.e_tot) < 1e-6
vl = [int(np.argmin(abs(mf.mo_energy - cm.ev[l][0]))) for l in range(3)]
explicit = orbital_sum(eri, mf.mo_coeff, mf.mo_energy, vl)
for l, name in enumerate(('3s', '3p', '3d')):
    p = cm.sigma(l)[0]
    assert abs(mf.mo_energy[vl[l]] - cm.ev[l][0]) < 1e-6
    assert all(abs(p[t] - explicit[l][t]) < 2e-7 for t in PARTS)
    print(f"medium basis (16s10p7d2f) {name}: Sigma radial {sum(p.values()):.8f}, explicit {sum(explicit[l].values()):.8f} hartree")
zao, Sao, dm, field = mol.intor('int1e_r')[2], mol.intor('int1e_ovlp'), mf.make_rdm1(), 2e-3
Cf = eigh(mf.get_fock() + field*zao, Sao)[1][:, :5]
a_frozen = -2*np.sum(Cf*(zao @ Cf))/field
a_coupled = -np.sum(run_scf(mol, h + field*zao, eri, dm).make_rdm1()*zao)/field
a_med = 4*cm.moment_sum(1, 1)
print(f"medium basis alpha1: sum {a_med:.5f}, frozen-Fock field {a_frozen:.5f}, coupled HF {a_coupled:.5f} bohr^3")
assert abs(a_frozen/a_med - 1) < 2e-4 and a_coupled > 1.05*a_med
mx = run_scf(mol, scf.RHF(mol).sfx2c1e().get_hcore(), eri, dm)
d_eps = mx.mo_energy[5] - mf.mo_energy[vl[0]]
d_sig = sum(orbital_sum(eri, mx.mo_coeff, mx.mo_energy, [5])[0].values()) - sum(explicit[0].values())

# near-complete radial basis
def big_basis(scale):
    out = []
    for l in range(LMAX+1):
        step = scale*0.62*(1.5/(l+1.5))**0.35
        zmin, zmax = (l+1)/8e4, ([2e5, 5e3][l] if l < 2 else 200.0*(l+1))/scale**3
        out.append(zmin*np.exp(step*np.arange(int(log(zmax/zmin)/step)+2)))
    return out
c = Core(big_basis(1.0)); coarse = Core(big_basis(1.25))
print("functions per l=0..9:", [len(z) for z in big_basis(1.0)])
print(f"E_HF(Na+) = {c.E:.6f} hartree, virial -E/T = {-c.E/c.T:.7f}")
print(f"eps 1s,2s,2p = {c.eo[0][0]:.5f}, {c.eo[0][1]:.5f}, {c.eo[1][0]:.5f} hartree")
assert abs(c.E/c.T + 1) < 1e-5
part, by_l, by_k = c.sigma(0); eps = c.ev[0][0]; sig = sum(part.values())
sig_coarse = sum(coarse.sigma(0)[0].values())
print(f"eps_3s nonrelativistic = {eps:.6f} hartree (coarser basis {coarse.ev[0][0]:.6f})")
for t in PARTS: print(f"Sigma_3s part {t} = {part[t]:.6f} hartree")
print("direct particle term by k=0..4 (1e-6 hartree):", np.round(by_k[:5]*1e6, 1).tolist())
print("increments l=0..4 (1e-6 hartree):", np.round(by_l[:5]*1e6, 2).tolist())
print("increments l=5..9 (1e-6 hartree):", np.round(by_l[5:]*1e6, 2).tolist())
pw = log(by_l[-2]/by_l[-1])/log((LMAX+.5)/(LMAX-.5))
tail = by_l[-1]*np.sum(((LMAX+.5)/(np.arange(LMAX+1, 3000)+.5))**pw)
print(f"Sigma_3s (l<=9) = {sig:.6f} hartree (coarser basis {sig_coarse:.6f})")
print(f"local exponent of increments = {pw:.2f}, tail l>9 = {tail:.6f} hartree")
assert abs(sig-sig_coarse) < 2e-5 and abs(eps-coarse.ev[0][0]) < 2e-5 and pw > 2 and abs(tail) < 5e-5
frozen = -(eps+d_eps); corr = -(sig+tail+d_sig); second = frozen + corr
frac = corr/(GIVEN_TARGET-frozen)
print(f"Sigma_3s extrapolated = {sig+tail:.6f} hartree; nonrel. removal = {-(eps+sig+tail):.6f} hartree")
print(f"X2C shifts: eps {d_eps:.6f}, Sigma {d_sig:.6f} hartree")
print(f"frozen-core removal, scalar rel. = {frozen:.5f} hartree = {frozen*EV:.4f} eV (given {GIVEN_FROZEN:.4f})")
print(f"second-order correction = {corr:.5f} hartree = {corr*EV:.4f} eV")
print(f"removal through second order = {second:.5f} hartree = {second*EV:.4f} eV")
print(f"given target {GIVEN_TARGET} hartree: gap {GIVEN_TARGET-frozen:.5f}, residual {GIVEN_TARGET-second:.5f}, fraction {frac:.3f}")
assert abs(frozen-GIVEN_FROZEN) < 1e-4 < abs(-eps-GIVEN_FROZEN) and 0.75 < frac < 0.95

a1, a2, b1 = 4*c.moment_sum(1, 1), 4*c.moment_sum(2, 1), 2*c.moment_sum(1, 2)
print(f"alpha1 = {a1:.5f} bohr^3, alpha2 = {a2:.5f} bohr^5, beta1 = {b1:.5f} a.u., alpha2-6beta1 = {a2-6*b1:.5f}")
W = c.adiabatic(); spl = CubicSpline(np.log(r), -2*r**4*W)
for x in (0.5, 1, 2, 5, 10, 20):
    print(f"r = {x:4.1f} bohr: -2r^4 W = {float(spl(log(x))):.5f}, alpha1+alpha2/r^2 = {a1+a2/x**2:.5f} bohr^3")
assert abs(float(spl(log(20.0)))/(a1+a2/400) - 1) < 3e-4
W3s = np.sum(wt*W*c.Pv[0][0]**2)
print(f"<3s|W|3s> = {W3s:.6f} hartree; direct particle term / <W> = {part['pd']/W3s:.3f}")
assert W3s < part['pd'] < 0
for l, name in ((3, '4f'), (4, '5g'), (5, '6h'), (6, '7i')):
    p, _, k_part = c.sigma(l); s = sum(p.values()); P2 = wt*c.Pv[l][0]**2
    r4, r6 = np.sum(P2/r**4), np.sum(P2/r**6)
    lead = -a1/2*r4; nxt = lead - (a2-6*b1)/2*r6; short = (s-p['pd'])/s
    print(f"{name}: <r^-4> {r4:.5e}, <r^-6> {r6:.5e}, Sigma {s:.5e} hartree")
    print(f"{name}: Sigma/(r^-4 form) {s/lead:.5f}, /(with r^-6) {s/nxt:.5f}, exch+hole share {short:.1e}")
n = 7   # loop variables now hold the 7i values
assert abs(c.ev[6][0] + 0.5/n**2) < 1e-8 and abs(r4/((2/n)**4*fac(2*n-4)/fac(2*n)) - 1) < 1e-4
rule = sum(cred(6, 1, lm)**2/13*np.sum((c.Pv[lm] @ (wt*c.Pv[6][0]/r**2))**2*(c.ev[lm]-c.ev[6][0])) for lm in (5, 7))
nonad, quad, a_eff = (k_part[1]-lead)/(3*b1*r6), k_part[2]/(-a2/2*r6), -2*s/r4
print(f"7i: sum rule/(3<r^-6>) {rule/(3*r6):.5f}; (k=1 - lead)/(3 beta1<r^-6>) {nonad:.4f}")
print(f"7i: k=2/(-alpha2<r^-6>/2) {quad:.4f}; effective alpha {a_eff:.5f} bohr^3")
assert abs(rule/(3*r6) - 1) < 1e-3
assert abs(nonad - 1) < 0.05 and abs(quad - 1) < 0.02   # next orders are r^-8, about 2% and 0.5% here
assert abs(s/lead - 1) < 3e-3 and abs(s/nxt - 1) < 3e-4 and abs(short) < 1e-4
assert abs(a_eff - a1) < 0.1*abs(a_eff - a_coupled)
print("finished without a failed check")
```

It prints:

```
STO-3G: <H>(Na)-<H>(Na+) = 0.12387745, eps_3s = 0.12387745 hartree
STO-3G: E2(Na)-E2(Na+) = -0.003043414, Sigma = -0.003043415 hartree
medium basis (16s10p7d2f) 3s: Sigma radial -0.00545432, explicit -0.00545432 hartree
medium basis (16s10p7d2f) 3p: Sigma radial -0.00158828, explicit -0.00158828 hartree
medium basis (16s10p7d2f) 3d: Sigma radial -0.00024726, explicit -0.00024726 hartree
medium basis alpha1: sum 0.83372, frozen-Fock field 0.83372, coupled HF 0.94543 bohr^3
functions per l=0..9: [39, 38, 37, 41, 44, 46, 48, 51, 53, 54]
E_HF(Na+) = -161.676907 hartree, virial -E/T = 1.0000010
eps 1s,2s,2p = -40.75973, -3.07369, -1.79719 hartree
eps_3s nonrelativistic = -0.181801 hartree (coarser basis -0.181801)
Sigma_3s part pd = -0.008223 hartree
Sigma_3s part px = 0.001020 hartree
Sigma_3s part hd = 0.002136 hartree
Sigma_3s part hx = -0.000783 hartree
direct particle term by k=0..4 (1e-6 hartree): [-1340.0, -5061.9, -1142.3, -402.8, -144.6]
increments l=0..4 (1e-6 hartree): [114.15, -1039.72, -4097.45, -571.85, -148.82]
increments l=5..9 (1e-6 hartree): [-55.35, -25.28, -13.19, -7.56, -4.65]
Sigma_3s (l<=9) = -0.005850 hartree (coarser basis -0.005848)
local exponent of increments = 4.38, tail l>9 = -0.000011 hartree
Sigma_3s extrapolated = -0.005861 hartree; nonrel. removal = 0.187662 hartree
X2C shifts: eps -0.000223, Sigma -0.000028 hartree
frozen-core removal, scalar rel. = 0.18202 hartree = 4.9531 eV (given 0.1820)
second-order correction = 0.00589 hartree = 0.1602 eV
removal through second order = 0.18791 hartree = 5.1134 eV
given target 0.1889 hartree: gap 0.00688, residual 0.00099, fraction 0.856
alpha1 = 0.83360 bohr^3, alpha2 = 1.21662 bohr^5, beta1 = 0.15371 a.u., alpha2-6beta1 = 0.29438
r =  0.5 bohr: -2r^4 W = 0.10552, alpha1+alpha2/r^2 = 5.70010 bohr^3
r =  1.0 bohr: -2r^4 W = 0.48077, alpha1+alpha2/r^2 = 2.05022 bohr^3
r =  2.0 bohr: -2r^4 W = 1.04174, alpha1+alpha2/r^2 = 1.13776 bohr^3
r =  5.0 bohr: -2r^4 W = 0.88963, alpha1+alpha2/r^2 = 0.88227 bohr^3
r = 10.0 bohr: -2r^4 W = 0.84616, alpha1+alpha2/r^2 = 0.84577 bohr^3
r = 20.0 bohr: -2r^4 W = 0.83667, alpha1+alpha2/r^2 = 0.83664 bohr^3
<3s|W|3s> = -0.015604 hartree; direct particle term / <W> = 0.527
4f: <r^-4> 3.72312e-05, <r^-6> 7.91419e-07, Sigma -1.56318e-05 hartree
4f: Sigma/(r^-4 form) 1.00734, /(with r^-6) 0.99983, exch+hole share -2.9e-03
5g: <r^-4> 5.07938e-06, <r^-6> 2.70928e-08, Sigma -2.12199e-06 hartree
5g: Sigma/(r^-4 form) 1.00232, /(with r^-6) 1.00043, exch+hole share -4.1e-05
6h: <r^-4> 1.03920e-06, <r^-6> 2.06190e-09, Sigma -4.33471e-07 hartree
6h: Sigma/(r^-4 form) 1.00077, /(with r^-6) 1.00007, exch+hole share -2.4e-07
7i: <r^-4> 2.77385e-07, <r^-6> 2.51596e-10, Sigma -1.15653e-07 hartree
7i: Sigma/(r^-4 form) 1.00034, /(with r^-6) 1.00002, exch+hole share -7.9e-10
7i: sum rule/(3<r^-6>) 1.00000; (k=1 - lead)/(3 beta1<r^-6>) 0.9856
7i: k=2/(-alpha2<r^-6>/2) 0.9962; effective alpha 0.83388 bohr^3
finished without a failed check
```
